# Computing Phase Integrals of Nonlinear Compton Scattering in a Finite Pulse, part 2

An electron in a plane-wave laser pulse emits one photon; we want the phase integrals $B_j$ and the spectrum. Units are Hartree atomic with Gaussian fields, $c=1/\alpha_{\rm fs}$, metric $(+,-,-,-)$. The electron has momentum $p$ before and $p'$ after emission, spinors $u,u'$, and $p^2=c^2$; the photon has momentum $k'$, frequency $\omega'$, polarisation $\epsilon$. The pulse has $\varphi=k\cdot x$, $k=(\omega/c)(1,0,0,1)$ and potential $\mathcal A=c\,a(\varphi)e$, $e=(0,1,0,0)$, with $a\to0$ at both ends. Define $k\cdot p'=k\cdot p-k\cdot k'$, $r=k\cdot p/k\cdot p'$ and
$$s=\frac{p\cdot k'}{k\cdot p'}>0,\quad\alpha_1=c\,e\cdot\Big(\frac{p'}{k\cdot p'}-\frac{p}{k\cdot p}\Big),\quad\beta_2=\frac{c^2\,k\cdot k'}{2\,k\cdot p\;k\cdot p'},$$
$$\Phi'=s+\alpha_1a+\beta_2a^2>0,\quad\Phi(0)=0,\quad B_j=\int_{-\infty}^{\infty}a^je^{i\Phi}d\varphi.$$
$B_0$ diverges as written. The amplitude $M=\int d\varphi\;\bar u'\bar E_{p'}\not\epsilon E_pu\;e^{i\Phi}$ gives $M(\epsilon\to k')=\bar u'\not ku\,(sB_0+\alpha_1B_1+\beta_2B_2)$, which must vanish (Ward identity), so
$$B_0=-\frac{\alpha_1B_1+\beta_2B_2}{s}.\tag{3}$$
Equivalently, by parts, $B_0=-i\int\Phi''\Phi'^{-2}e^{i\Phi}d\varphi$.

For even $a$, $\Phi\to s\varphi\pm\Phi_\infty$ at the ends. Relative to (3), a hard cut at $\pm L$ has excess $(2/s)\sin\Phi(L)$, Abel damping $e^{-\eta|\varphi|}$ has $O(\eta)$, and the window $w=\tfrac12\{{\rm erf}[(\varphi+W)/\sigma]-{\rm erf}[(\varphi-W)/\sigma]\}$, with edges outside the pulse, has
$$\frac2s\sin(sW+\Phi_\infty)\,e^{-s^2\sigma^2/4}.\tag{5}$$

Summed over polarisations and final spin and averaged over initial spin,
$$\langle|M|^2\rangle=4c^2\Big[-|B_0|^2+\tfrac12\Big(r+\frac1r\Big)\big(|B_1|^2-{\rm Re}\,B_0B_2^*\big)\Big],\tag{6}$$
$$\frac{d^2P}{d\omega'd\Omega}=\frac{\omega'\langle|M|^2\rangle}{16\pi^2c^3\;k\cdot p\;k\cdot p'}.\tag{7}$$

The numerical check also uses $E_p=1+\not k\not{\mathcal A}/2k\cdot p$, $\bar E_p=\gamma^0E_p^\dagger\gamma^0$, the kinetic momentum $\pi_p=p-\mathcal A+k(2p\cdot\mathcal A-\mathcal A^2)/2k\cdot p$, and the spin-sum trace $\mathcal T$ in $\langle|M|^2\rangle=\iint\mathcal T\,e^{i\Phi_1-i\Phi_2}d\varphi_1d\varphi_2$.

### Computing the phase

An error $\delta$ in $\Phi$ changes $B_j$ by at most $\delta\int|a|^jd\varphi$, since $|e^{i\delta}-1|\le|\delta|$. To guarantee a tolerance by this bound, the phase must be accurate to the tolerance divided by $\int|a|^jd\varphi$, and a cumulative trapezoid sum, with its $O(h^2)$ error, wastes everything gained below. For $a=a_0e^{-\varphi^2/2\tau^2}\cos\varphi$, completing the square gives $e^{-x^2/2\varsigma^2+imx}=e^{-m^2\varsigma^2/2}e^{-(x-im\varsigma^2)^2/2\varsigma^2}$, hence
$$C_m(z;\varsigma)=\int_0^ze^{-x^2/2\varsigma^2}\cos mx\,dx=\frac{\varsigma}{2}\sqrt{\frac\pi2}\,e^{-m^2\varsigma^2/2}\Big[{\rm erf}\frac{z-im\varsigma^2}{\sqrt2\varsigma}+{\rm erf}\frac{z+im\varsigma^2}{\sqrt2\varsigma}\Big].$$
With $\cos^2\varphi=(1+\cos2\varphi)/2$, $\Phi(z)=sz+\alpha_1a_0C_1(z;\tau)+\tfrac12\beta_2a_0^2[C_0+C_2](z;\tau/\sqrt2)$, valid for complex $z$. As written it cannot be evaluated in double precision for long pulses: in $C_2(z;\tau/\sqrt2)$ the error functions grow as $e^{\tau^2}$ near the pulse centre and overflow once $\tau$ exceeds about 26.6 (an intensity FWHM of about 19 fs at 8000 Å). Beyond that the exponentials must be combined analytically before evaluation, or the Fourier method below used for real $\varphi$. For a general smooth pulse, Fourier transform $\alpha_1a+\beta_2a^2$ on the grid, divide each nonzero mode by $i$ times its wavenumber, and add the mean times $\varphi$. The mean gives the net drift of the phase, which is purely ponderomotive if $\int a\,d\varphi=0$, and must not be discarded.

### Error of the trapezoid rule

Let $f=a^je^{i\Phi}$, $j=1,2$, and $T_h=h\sum_mf(mh)$. The function $F(x)=h\sum_mf(x+mh)$ has period $h$, and its Fourier coefficients are integrals of $f$ over the whole line. Evaluating the series at $x=0$, with $\nu=2\pi/h$,
$$T_h-B_j=\sum_{n\ne0}\int f(\varphi)\,e^{in\nu\varphi}d\varphi.\tag{8}$$
The error is a sum of phase integrals with $s$ shifted by $n\nu$. For $n>0$ the slope $\Phi'+n\nu$ has no real zero. For $n<0$ the slope $\Phi'-|n|\nu$ has real zeros when $|n|\nu$ lies in the range of $\Phi'$, and in a strong field the alias is then a stationary-phase integral that can be comparable to the result. The condition $h<2\pi/\max\Phi'$ removes the stationary points from every alias; the local maximum slope counts here and not $s$. It is a guide and no guarantee: in a weak field the carrier $\cos\varphi$ contained in $a^j$ also decides which aliases are small.

If $f$ is analytic in a strip and decays along it, move the contour to $x+iy$ for $n>0$ and to $x-iy$ for $n<0$. In both cases $|e^{in\nu\varphi}|=e^{-|n|\nu y}$. With $M_\pm(y)=\int|f(x\pm iy)|dx$ and the geometric series $\sum_{n\ge1}e^{-n\nu y}=1/(e^{\nu y}-1)$,
$$|T_h-B_j|\le\min_y\frac{M_+(y)}{e^{2\pi y/h}-1}+\min_y\frac{M_-(y)}{e^{2\pi y/h}-1}.\tag{9}$$
Every $y$ in the strip gives a valid bound, so a coarse search over $y$ loses sharpness only. The lower contour dominates: $\Phi(x-iy)=\Phi(x)-i\int_0^y\Phi'(x-it)dt$ gives $|e^{i\Phi}|=\exp\int_0^y{\rm Re}\,\Phi'(x-it)dt$, which grows. For the Gaussian pulse $f$ is entire, and at $x=0$ the slope grows roughly as $\beta_2a_0^2e^{2y}/4$. The best $y$ lies near the point where $\Phi'(-iy)=\nu$, and the suppression there is $\exp\int_0^y[\Phi'(-it)-\nu]\,dt$. Keeping only the leading growth gives $y\approx\tfrac12\ln(4\nu/\beta_2a_0^2)$ and an exponent $-\nu(y-\tfrac12)$; since $y$ keeps growing with $\nu$, the error falls faster than any fixed exponential in $1/h$. This leading form is not a numerical estimate, because the dropped terms, $(s+\beta_2a_0^2/2)y$ and $\alpha_1a_0\sinh y$, sit in the exponent: in the example below it gives about $10^{-15}$ at $h=0.25$, where the error of $B_1$ is $6\times10^{-12}$.

Keeping only $|mh|\le L$ omits terms bounded by the envelope $g$. For decreasing $g$, $hg(mh)\le\int_{mh-h}^{mh}g$, so both tails together are below $2a_0\int_{L-h}^\infty g=a_0\tau\sqrt{2\pi}\,{\rm erfc}[(L-h)/\sqrt2\tau]$. This covers $B_2$ as well when $|a|\le1$ in the tails. Finally (3) gives $\delta B_0\le(|\alpha_1|\delta B_1+\beta_2\delta B_2)/s$, so the tolerance must be applied to $B_0$ also. When $M_\pm$ are not available, $T_h-T_{h/2}$ equals the sum of the odd aliases in (8), which estimates the error of $T_h$ once $h$ is small enough for the aliases to fall rapidly with $|n|$.

The exponential bound (9) needs analyticity. A smooth pulse without it can still converge faster than any power of $h$, but a jump in a derivative of $f$ generally reduces the convergence to a power of $h$. Take $a=a_0\cos^2(\varphi/2N)\cos\varphi$ on $|\varphi|\le N\pi$, integer $N$, with the ends on the grid. At either end, with $u=\varphi\mp N\pi$ the signed displacement from it, so that $d/du=d/d\varphi$, $\cos^2(\varphi/2N)=\sin^2(u/2N)$ and $\cos\varphi=(-1)^N\cos u$, so $a=Cu^2+O(u^4)$, $C=a_0(-1)^N/4N^2$, and $\Phi=\Phi_{\rm end}+su+O(u^3)$. Then $f=Ce^{i\Phi_{\rm end}}(u^2+isu^3+\dots)$, $f'=0$, $f'''=6isCe^{i\Phi_{\rm end}}$. The Euler–Maclaurin formula $T_h-I=\frac{h^2}{12}[f']-\frac{h^4}{720}[f''']+\dots$ gives
$$T_h-B_1\simeq-\frac{h^4}{120}\,\frac{is\,a_0(-1)^N}{4N^2}\big(e^{i\Phi(N\pi)}-e^{i\Phi(-N\pi)}\big).\tag{10}$$
For such envelopes one subtracts (10) or uses composite Gauss–Legendre panels that end at $\pm N\pi$. The kink of $e^{-\eta|\varphi|}$ is worse: $f'$ jumps at $\varphi=0$, so the first Euler–Maclaurin term survives and the trapezoid error is $O(\eta h^2)$.

The algorithm is then:

1. Compute $k\cdot p$, $k\cdot k'$, $p\cdot k'$, and from them $s,\alpha_1,\beta_2,r$.
2. Choose $L$ from the truncation bound and tabulate $M_\pm(y)$ for $j=1,2$.
3. Reduce $h$ until the bounds for $B_0,B_1,B_2$ all meet the tolerance.
4. Sum $B_1,B_2$, form $B_0$ from (3), and evaluate (6) and (7).

The number of points grows with $L$ and with $\max\Phi'$, and becomes large for $a_0\gg1$. For very fast electrons $p\cdot k'$ is a difference of nearly equal numbers, of relative size $(1/\gamma^2+\vartheta^2)/2$ when the photon leaves at a small angle $\vartheta$ to the electron direction, and should be rewritten analytically.

### Worked example

The chosen inputs are $\lambda=8000$ Å, so $\omega=0.0569542\,E_h=1.54980$ eV, $a_0=2$, $\tau=2\pi$, $L=9\tau=56.5487$; an electron with $\gamma=20$ ($375577.30\,E_h=1.022\times10^7$ eV) moving along $-z$; and a photon of $1500$ eV $=55.12398\,E_h$ ($8.26561$ Å) at $\vartheta=0.025$ rad from the electron direction, toward $+x$. With $c=137.035999$:
$$k\cdot p=\omega\big(\gamma+\sqrt{\gamma^2-1}\big)=2.276743,\qquad k\cdot k'=\frac{\omega\omega'}{c^2}(1+\cos\vartheta)=3.343175\times10^{-4},$$
$k\cdot p'=2.276409$ and $r=1.00014686$. Then $s=\omega'(\gamma-\sqrt{\gamma^2-1}\cos\vartheta)/k\cdot p'=0.75691071$. Since $e\cdot p=0$ and $e\cdot p'=-e\cdot k'=\omega'\sin\vartheta/c$, $\alpha_1=\omega'\sin\vartheta/k\cdot p'=0.60532018$, and $\beta_2=0.60566743$. The slope ranges from $s-\alpha_1^2/4\beta_2=0.6057$ to $s+2\alpha_1+4\beta_2=0.7569+1.2106+2.4227=4.3902$, so the aliases have no stationary point for $h<1.4312$. The drift is $\Phi_\infty=\tfrac12\beta_2a_0^2\,\tau\sqrt\pi/2=6.745110$ rad, the oscillating parts being negligible.

Errors against a Gauss–Legendre reference, and the bounds from (9):

| $h$ | points | error $B_0$ | bound $B_0$ | error $B_1$ | bound $B_1$ |
|---|---|---|---|---|---|
| 1.50 | 75 | 5.9 | 20 | 1.6 | 8.9 |
| 1.00 | 113 | 2.5 | 4.2 | 0.85 | 1.5 |
| 0.70 | 161 | 2.7e−1 | 3.2e−1 | 8.5e−2 | 9.9e−2 |
| 0.50 | 227 | 4.7e−3 | 5.0e−3 | 1.2e−3 | 1.3e−3 |
| 0.40 | 283 | 7.4e−5 | 7.6e−5 | 1.7e−5 | 1.8e−5 |
| 0.30 | 377 | 3.1e−8 | 3.1e−8 | 6.2e−9 | 6.2e−9 |
| 0.25 | 453 | 3.3e−11 | 3.4e−11 | 6.1e−12 | 6.2e−12 |
| 0.20 | 565 | 2.8e−15 | 5.9e−16 | 3.3e−15 | 1.1e−16 |

At $h=1.00$ this condition holds and $B_0$ is still wrong by 2.5, because the suppression of the first alias is still weak: the saddle below $\varphi=0$, where $\Phi'(-iy)=\nu=2\pi$, lies at $y\approx0.7$, and the factor $\exp\int_0^y[\Phi'(-it)-\nu]\,dt$ there is only about $0.4$. For small $h$ the bound is nearly attained. The reason is that one saddle, below the field maximum at $\varphi=0$, dominates the $n=-1$ alias; the neighbouring maxima are exponentially suppressed by the envelope or by the sign of $\alpha_1a$. On the imaginary axis the odd function $\Phi$ is imaginary, the minimising $y$ is the saddle, and the horizontal contour through it is tangent there to the path of steepest descent, so the integrand nearly keeps its phase across the peak. A longer pulse, with many comparable saddles, need not be so tight. In the last row the error exceeds the bound: (9) describes exact arithmetic, and a few times $10^{-15}$ is rounding.

For tolerance $10^{-10}$, reducing $h$ from 1 in steps of 5% stops at $h=0.25034$ with 451 points, largest bound $3.8\times10^{-11}$ and truncation $1.0\times10^{-17}$. It gives $B_1=-8.5974719612$, $B_2=4.7863219196$, and
$$B_0=-\frac{-5.204223+2.898919}{0.75691071}=3.045675,$$
in full $3.0456749127$. The by-parts form and the window with $\sigma=16$, $W=168.5487$ both give $3.0456749128$; the program asserts that all three values agree with the Gauss–Legendre reference within the tolerance $10^{-10}$. The window with $\sigma=4$ gives $3.3124057874$, an excess of $0.26673$ as (5) predicts. Abel damping leaves $-2.2981\times10^{-3}$ at $\eta=10^{-4}$ and $-2.2990\times10^{-4}$ at $\eta=10^{-5}$, which is linear in $\eta$ and converges slowly unless it is extrapolated. The hard cut at $L$ gives $1.3071863981$, off by $(2/s)\sin\Phi(L)=-1.7384885146$.

In (6), $\tfrac12(r+1/r)=1+(r-1)^2/2r$ differs from 1 by about $10^{-8}$, so the bracket is $-9.276136+73.916524-14.577581=50.06281$ and $\langle|M|^2\rangle=4c^2\times50.06281=3.760491\times10^6$. Equation (7) gives
$$\frac{d^2P}{d\omega'd\Omega}=\frac{55.12398\times3.760491\times10^6}{16\pi^2\,(137.035999)^3\times2.276743\times2.276409}=9.842314\times10^{-2}\ E_h^{-1}{\rm sr}^{-1},$$
or $3.616984\times10^{-3}$ eV$^{-1}$sr$^{-1}$ after division by $27.211386$. With the hard-cut $B_0$ and purely spatial polarisation vectors the result is $4.558933\times10^{-3}$ eV$^{-1}$sr$^{-1}$, about 26% too high and dependent on $L$ and on the gauge. Its Ward residual $|M(\epsilon\to k')|/|\bar u'\not ku|$ is $s\times1.7384885=1.315881$, against $2.3\times10^{-13}$ for the $\sigma=16$ window.

For the $\cos^2$ envelope with $N=4$ and the same $s,\alpha_1,\beta_2,a_0$, $B_1=-7.9721527849$ and $\Phi(4\pi)=15.219902$ rad. Equation (10) becomes $h^4sa_0\sin\Phi(4\pi)/3840$, which is $1.7173\times10^{-8}$ at $h=0.09817$ against the observed $1.7219\times10^{-8}$. Halving the step gives $1.0740\times10^{-9}$, a factor of 16.

### What the numerical check tests

The numerical check below verifies $\not\pi E=E\not p$, the pointwise Ward identity, the expanded vertex and the trace $\mathcal T$ with explicit Dirac matrices, random potentials and large recoil. It compares the closed-form phase with adaptive quadrature and with the Fourier antiderivative (difference $1.5\times10^{-14}$ rad). It confirms (8) at $h=0.8$, where the error of $B_1$ and the alias sum are both $0.2599206855$, and confirms (9) with a rounding allowance; the $M_\pm$ are themselves computed by quadrature on a fine grid. It evaluates $B_0$ by window, Abel damping and integration by parts without using (3), feeds the windowed value into an explicit spinor sum that reproduces (6), finds the weak-field ratio to the Klein–Nishina result equal to $1.000000000$, and tests (10).

## Table of computed values

```
c = 137.035999 au; hartree = 27.211386 eV; bohr = 0.529177 A
laser: lambda = 8000 A, omega = 0.0569542 Eh = 1.54980 eV, a0 = 2.0, tau = 6.28319, L = 56.5487
electron: gamma = 20.0, E = 375577.30 Eh = 1.02200e+07 eV
photon: 55.12398 Eh = 1500 eV, lambda' = 8.26561 A, angle = 0.025 rad
k.p = 2.27674288, k.p' = 2.27640856, k.k' = 3.343175e-04 au, r = 1.00014686
s = 0.75691071, alpha1 = 0.60532018, beta2 = 0.60566743
Phi' min = 0.6057, max = 4.3902; 2pi/max = 1.4312; Phi_inf = 6.745110 rad
FFT phase error = 1.5e-14 rad
h = 0.8: T_h - B1 = 2.599206855e-01, alias sum = 2.599206855e-01
h, points, err B0, bound B0, err B1, bound B1, err B2, bound B2
1.50 75 5.9e+00 2.0e+01 1.6e+00 8.9e+00 5.8e+00 1.6e+01
1.00 113 2.5e+00 4.2e+00 8.5e-01 1.5e+00 2.3e+00 3.7e+00
0.70 161 2.7e-01 3.2e-01 8.5e-02 9.9e-02 2.6e-01 3.1e-01
0.50 227 4.7e-03 5.0e-03 1.2e-03 1.3e-03 4.7e-03 5.0e-03
0.40 283 7.4e-05 7.6e-05 1.7e-05 1.8e-05 7.5e-05 7.8e-05
0.30 377 3.1e-08 3.1e-08 6.2e-09 6.2e-09 3.2e-08 3.3e-08
0.25 453 3.3e-11 3.4e-11 6.1e-12 6.2e-12 3.6e-11 3.6e-11
0.20 565 2.8e-15 5.9e-16 3.3e-15 1.1e-16 1.9e-15 6.3e-16
tol = 1e-10: h = 0.25034, points = 451, max bound = 3.8e-11, truncation = 1.0e-17
B0 = 3.0456749127, B1 = -8.5974719612, B2 = 4.7863219196 (Im < 6e-16)
hard cut at L: 1.3071863981, (2/s) sin Phi(L) = -1.7384885146
window sigma = 2, W = 70.5487: B0w = 2.3923814016, predicted excess = -6.5329e-01
window sigma = 4, W = 84.5487: B0w = 3.3124057874, predicted excess = 2.6673e-01
window sigma = 16, W = 168.5487: B0w = 3.0456749128, predicted excess = 2.1843e-16
Abel excess: eta = 1e-4: -2.2981e-03, eta = 1e-5: -2.2990e-04
by-parts form B0 = 3.0456749128
Ward residual |M.k'|/|ubar kslash u|: window 2.3e-13, hard cut 1.315881
<|M|^2>: spinors 3.76049090e+06, closed form 3.76049090e+06 au
d2P/dw dOmega = 9.842314e-02 /Eh/sr = 3.616984e-03 /eV/sr
with hard-cut B0 (spinors, radiation-gauge eps): 4.558933e-03 /eV/sr
weak-field spectrum / Klein-Nishina = 1.000000000
cos^2 pulse N = 4: B1 = -7.9721527849, Phi(N pi) = 15.219902 rad
h = 0.09817: error = 1.7219e-08, Euler-Maclaurin = 1.7173e-08
h = 0.04909: error = 1.0740e-09, Euler-Maclaurin = 1.0733e-09
```
